**One chlorine-35 line, a continuum of coupling constants and asymmetries**

For a spin-3/2 nucleus in zero magnetic field, the single quadrupole frequency is ν = |C|ρ/2 with ρ = √(1 + η²/3). Here C = eQVzz/h is the coupling constant and η = (Vxx − Vyy)/Vzz is the asymmetry parameter. The program asserts symbolically that the squared Hamiltonian is a multiple of unity for a general traceless field-gradient tensor, and numerically that Tr H³ vanishes for spin 3/2 but not for spin 5/2. Diagonalization at 15 MHz gives |C| = 30.00, 28.82 and 25.98 MHz for η = 0, 0.5 and 1, with identical energy levels. The program also asserts that the chlorine-37 line adds no independent information, whereas the outer line separation in a weak field along z does. Further assertions cover the line strengths, the error magnification, the largest line offset in a weak field and the libration estimate. In the 10 mT example, the outer separation returns η = 0.500 and |C| = 28.82 MHz.

## Program and output

```python
"""Zero-field quadrupole resonance of chlorine-35 (spin I = 3/2).

Result under test: the single line lies at nu = |C| rho / 2, with
rho = sqrt(1 + eta^2/3), so nu alone cannot give both C and eta.
C   : quadrupole coupling constant e Q Vzz / h (MHz)
eta : asymmetry (Vxx - Vyy)/Vzz, 0 <= eta <= 1, |Vxx| <= |Vyy| <= |Vzz|
v   : field-gradient tensor divided by Vzz (symmetric, traceless)
nuL : Larmor frequency of chlorine-35 in a static field (MHz)
Hamiltonians are in frequency units (MHz).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.zeros((len(m), len(m)), complex)
    for k in range(len(m) - 1):
        raising[k, k + 1] = np.sqrt(spin*(spin + 1) - m[k + 1]*(m[k + 1] + 1))
    lowering = raising.conj().T
    return [(raising + lowering)/2, (raising - lowering)/2j,
            np.diag(m).astype(complex)]


SPINS = {s: spin_matrices(s) for s in (1.5, 2.5)}


def tensor(eta):
    return np.diag([-(1 - eta)/2, -(1 + eta)/2, 1.0])


def hamiltonian(C, v, spin=1.5):
    ops = SPINS[spin]
    total = sum(v[a, b]*(ops[a] @ ops[b] + ops[b] @ ops[a])
                for a in range(3) for b in range(3))
    return C/(4*spin*(2*spin - 1))*total


def line(C, v):
    e = np.linalg.eigvalsh(hamiltonian(C, v))
    return (e[2] + e[3] - e[0] - e[1])/2


def rho(eta):
    return np.sqrt(1 + eta**2/3)


def zeeman_lines(C, eta, nuL, direction):
    h = hamiltonian(C, tensor(eta))
    h = h - nuL*sum(n*op for n, op in zip(direction, SPINS[1.5]))
    e = np.linalg.eigvalsh(h)
    return np.sort([e[i] - e[j] for i in (2, 3) for j in (0, 1)])


# General traceless tensor: the squared Hamiltonian is a multiple of unity.
a, b, c, d, f = sp.symbols("a b c d f", real=True)
r3 = sp.sqrt(3)
up = sp.Matrix([[0, r3, 0, 0], [0, 0, 2, 0], [0, 0, 0, r3], [0, 0, 0, 0]])
sym_ops = [(up + up.T)/2, (up - up.T)/(2*sp.I),
           sp.diag(*[sp.Rational(k, 2) for k in (3, 1, -1, -3)])]
vs = sp.Matrix([[a, c, d], [c, b, f], [d, f, -a - b]])
hs = sp.zeros(4, 4)
for i in range(3):
    for j in range(3):
        hs += vs[i, j]*(sym_ops[i]*sym_ops[j] + sym_ops[j]*sym_ops[i])/12
length2 = sum(x**2 for x in vs)
residue = (hs*hs - length2/24*sp.eye(4)).applyfunc(sp.expand)
assert residue == sp.zeros(4, 4)

# Shape invariant: invisible to spin 3/2, visible to spin 5/2.
ratios = []
for eta in (0.0, 0.3, 0.6, 0.9):
    rot = Rotation.random(random_state=int(rng.integers(10000))).as_matrix()
    v = rot @ tensor(eta) @ rot.T
    h3, h5 = hamiltonian(1.7, v), hamiltonian(1.7, v, 2.5)
    assert abs(np.trace(h3 @ h3 @ h3)) < 1e-12
    ratios.append(np.trace(h5 @ h5 @ h5).real/(1.7**3*np.linalg.det(v)))
    for sign in (1, -1):
        e = np.linalg.eigvalsh(hamiltonian(sign*1.7, v))
        assert abs(e[1] - e[0]) < 1e-12 and abs(e[3] - e[2]) < 1e-12
        assert abs(line(sign*1.7, v) - 1.7*rho(eta)/2) < 1e-12
assert abs(ratios[0]) > 1e-3 and np.ptp(ratios) < 1e-10

# Example: rough frequency of a bridging chlorine in solid GaCl3.
nu = 15.0
etas = (0.0, 0.5, 1.0)
print(f"Chosen chlorine-35 frequency: {nu:.1f} MHz")
couplings = {}
for eta in etas:
    C = brentq(lambda x: line(x, tensor(eta)) - nu, nu, 3*nu, xtol=1e-12)
    couplings[eta] = C
    assert abs(C - 2*nu/rho(eta)) < 1e-9
    levels = np.linalg.eigvalsh(hamiltonian(C, tensor(eta)))
    assert np.allclose(levels, [-nu/2, -nu/2, nu/2, nu/2], atol=1e-9)
    print(f"eta={eta:.1f}: rho={rho(eta):.5f}, |C|={C:.4f} MHz, "
          f"levels {levels[0]:.3f}, {levels[3]:.3f} MHz")
    print(f"  excess of C if eta=0 is assumed: {100*(2*nu/C - 1):.2f} %")


def eta_from_coupling(C):
    return brentq(lambda x: line(C, tensor(x)) - nu, 0, 1, xtol=1e-13)


C_mid, eta_mid = couplings[0.5], 0.5
step = 1e-5
slope = (eta_from_coupling(C_mid*(1 + step))
         - eta_from_coupling(C_mid*(1 - step)))/(2*step)
assert abs(slope + (3 + eta_mid**2)/eta_mid) < 1e-4
print(f"d(eta)/d(ln C) at fixed frequency, eta=0.5: {slope:.3f}")
print(f"eta for C 1% high / 1% low: {eta_from_coupling(1.01*C_mid):.3f} / "
      f"{eta_from_coupling(0.99*C_mid):.3f}")

# Are two observables independent functions of C and eta?
Q35, Q37 = -8.17, -6.44          # nuclear quadrupole moments, fm^2
moment_ratio = Q37/Q35
muN = const.physical_constants["nuclear magneton"][0]
mu_cl, mu_ga = 0.8219, 2.562     # moments of Cl-35 and Ga-71, nuclear magnetons
gamma = mu_cl/1.5*muN/const.h/1e6   # MHz per tesla
field = 0.010                      # tesla
nuL = gamma*field
z_axis = np.array([0.0, 0.0, 1.0])


def isotopes(C, eta):
    return [line(C, tensor(eta)), line(moment_ratio*C, tensor(eta))]


def five_halves(C, eta):
    e = np.linalg.eigvalsh(hamiltonian(C, tensor(eta), 2.5))
    return [e[2] - e[0], e[4] - e[2]]


def field_pair(C, eta):
    lines = zeeman_lines(C, eta, nuL, z_axis)
    return [line(C, tensor(eta)), lines[3] - lines[0]]


def log_jacobian(observables):
    s = 1e-4
    dC = (np.log(observables(C_mid*(1 + s), 0.5))
          - np.log(observables(C_mid*(1 - s), 0.5)))/(2*s)
    de = (np.log(observables(C_mid, 0.5 + s))
          - np.log(observables(C_mid, 0.5 - s)))/(2*s)
    return dC[0]*de[1] - dC[1]*de[0]


dets = [log_jacobian(g) for g in (isotopes, five_halves, field_pair)]
assert abs(dets[0]) < 1e-8 and abs(dets[1]) > 0.05 and abs(dets[2]) > 0.05
print(f"Quadrupole moments Cl-35, Cl-37: {Q35:.2f}, {Q37:.2f} fm^2")
print(f"Moment ratio Cl-37/Cl-35: {moment_ratio:.4f}")
nu37 = [isotopes(couplings[x], x)[1] for x in etas]
assert np.ptp(nu37) < 1e-9
print("Cl-37 line for eta=0, 0.5, 1: "
      + ", ".join(f"{x:.4f}" for x in nu37) + " MHz")
print(f"Independence determinant, two isotopes: {abs(dets[0]):.4f}")
print(f"Independence determinant, spin 5/2 pair: {abs(dets[1]):.4f}")
print(f"Independence determinant, line + field: {abs(dets[2]):.4f}")
for eta in etas:
    pair = sorted(five_halves(1.0, eta))
    print(f"Spin 5/2 frequency ratio, eta={eta:.1f}: {pair[1]/pair[0]:.4f}")

# Zero-field radio-frequency line strengths along the principal axes.
for eta in etas:
    _, states = np.linalg.eigh(hamiltonian(couplings[eta], tensor(eta)))
    low, high = states[:, :2], states[:, 2:]
    strengths = np.array([np.sum(abs(high.conj().T @ op @ low)**2)
                          for op in SPINS[1.5]])
    formula = 2*(1 - np.diag(tensor(eta))**2/rho(eta)**2)
    assert np.allclose(strengths, formula, atol=1e-10)
    print(f"Line strengths x,y,z, eta={eta:.1f}: "
          + ", ".join(f"{abs(x):.4f}" for x in strengths))

# Weak static field along the z principal axis.
print(f"Static field: {1e3*field:.1f} mT; Cl-35 moment: {mu_cl:.4f} muN")
print(f"Cl-35 gamma/2pi: {gamma:.4f} MHz/T; Larmor: {1e3*nuL:.3f} kHz")
for eta in etas:
    lines = zeeman_lines(couplings[eta], eta, nuL, z_axis)
    inner, outer = lines[2] - lines[1], lines[3] - lines[0]
    assert abs(inner - 2*nuL) < 1e-9
    assert abs(outer - 4*nuL/rho(eta)) < 10*nuL**3/nu**2
    print(f"eta={eta:.1f}: inner separation {1e3*inner:.3f} kHz, "
          f"outer {1e3*outer:.3f} kHz")


def recover(separation):
    rho_found = 4*nuL/separation
    return np.sqrt(3*(rho_found**2 - 1)), 2*nu/rho_found


eta_found, C_found = recover(field_pair(C_mid, 0.5)[1])
assert abs(eta_found - 0.5) < 1e-3 and abs(C_found - C_mid) < 1e-3
print(f"Recovered from field: eta={eta_found:.4f}, |C|={C_found:.4f} MHz")
tilt = np.radians(2.0)
for name, ax in (("x", 0), ("y", 1)):
    n = np.cos(tilt)*z_axis
    n[ax] = np.sin(tilt)
    tilted = zeeman_lines(C_mid, 0.5, nuL, n)
    print(f"Recovered eta, field tilted 2 deg toward {name}: "
          f"{recover(tilted[3] - tilted[0])[0]:.4f}")

# Largest first-order line offset in a weak field of any direction.
small = 1e-3
largest = 0.0
for eta in np.linspace(0, 1, 6):
    for n in list(np.eye(3)) + list(rng.normal(size=(100, 3))):
        n = n/np.linalg.norm(n)
        offsets = zeeman_lines(2*nu/rho(eta), eta, small, n) - nu
        largest = max(largest, np.max(abs(offsets))/small)
assert 1.999 < largest < 2.001
earth = 50e-6
distance = 2.3e-10
dipole_field = 2*const.mu_0/(4*np.pi)*2*mu_ga*muN/distance**3
print(f"Largest line offset / Larmor frequency: {largest:.3f}")
print(f"Earth field {1e6*earth:.0f} uT: offset up to "
      f"{1e3*largest*gamma*earth:.3f} kHz")
print(f"Two Ga-71 ({mu_ga:.3f} muN) at {1e10*distance:.1f} angstrom: field up to "
      f"{1e3*dipole_field:.3f} mT")
print(f"  resulting offset up to {1e3*largest*gamma*dipole_field:.2f} kHz")

# Harmonic libration of a rigid molecule averages the tensor.
wavenumber, inertia = 40.0, 650.0     # cm^-1, u angstrom^2 (rough)
omega = 2*np.pi*const.c*100*wavenumber
J = inertia*const.atomic_mass*1e-20
nodes, weights = np.polynomial.hermite.hermgauss(24)
print(f"Libration: {wavenumber:.0f} cm^-1, inertia {inertia:.0f} u angstrom^2")


def averaged(v, axis, variance):
    result = np.zeros((3, 3))
    for x, w in zip(nodes, weights):
        vector = np.eye(3)[axis]*np.sqrt(2*variance)*x
        R = Rotation.from_rotvec(vector).as_matrix()
        result += w/np.sqrt(np.pi)*(R @ v @ R.T)
    return result


for T in (77.0, 300.0):
    variance = const.hbar/(2*J*omega)/np.tanh(const.hbar*omega/(2*const.k*T))
    shifts = []
    for eta in etas:
        v = tensor(eta)
        for axis in range(3):
            p, q = [k for k in range(3) if k != axis]
            shift = line(couplings[eta], averaged(v, axis, variance))/nu - 1
            estimate = -(v[p, p] - v[q, q])**2*variance/np.sum(v**2)
            assert abs(shift - estimate) < 6*variance**2
            shifts.append(shift)
    principal = np.linalg.eigvalsh(averaged(tensor(0.5), 0, variance))
    vx, vy, vz = sorted(principal, key=abs)
    print(f"T={T:.0f} K: rms libration {np.degrees(np.sqrt(variance)):.2f} deg, "
          f"largest shift {1e3*nu*min(shifts):.1f} kHz")
    print(f"  eta 0.5 averaged about x becomes {(vx - vy)/vz:.4f}")

print("PASS")
```

It prints:

```
Chosen chlorine-35 frequency: 15.0 MHz
eta=0.0: rho=1.00000, |C|=30.0000 MHz, levels -7.500, 7.500 MHz
  excess of C if eta=0 is assumed: 0.00 %
eta=0.5: rho=1.04083, |C|=28.8231 MHz, levels -7.500, 7.500 MHz
  excess of C if eta=0 is assumed: 4.08 %
eta=1.0: rho=1.15470, |C|=25.9808 MHz, levels -7.500, 7.500 MHz
  excess of C if eta=0 is assumed: 15.47 %
d(eta)/d(ln C) at fixed frequency, eta=0.5: -6.500
eta for C 1% high / 1% low: 0.431 / 0.562
Quadrupole moments Cl-35, Cl-37: -8.17, -6.44 fm^2
Moment ratio Cl-37/Cl-35: 0.7882
Cl-37 line for eta=0, 0.5, 1: 11.8237, 11.8237, 11.8237 MHz
Independence determinant, two isotopes: 0.0000
Independence determinant, spin 5/2 pair: 0.8482
Independence determinant, line + field: 0.1539
Spin 5/2 frequency ratio, eta=0.0: 2.0000
Spin 5/2 frequency ratio, eta=0.5: 1.5418
Spin 5/2 frequency ratio, eta=1.0: 1.0000
Line strengths x,y,z, eta=0.0: 1.5000, 1.5000, 0.0000
Line strengths x,y,z, eta=0.5: 1.8846, 0.9615, 0.1538
Line strengths x,y,z, eta=1.0: 2.0000, 0.5000, 0.5000
Static field: 10.0 mT; Cl-35 moment: 0.8219 muN
Cl-35 gamma/2pi: 4.1767 MHz/T; Larmor: 41.767 kHz
eta=0.0: inner separation 83.533 kHz, outer 167.067 kHz
eta=0.5: inner separation 83.533 kHz, outer 160.513 kHz
eta=1.0: inner separation 83.533 kHz, outer 144.684 kHz
Recovered from field: eta=0.5000, |C|=28.8230 MHz
Recovered eta, field tilted 2 deg toward x: 0.5014
Recovered eta, field tilted 2 deg toward y: 0.4972
Largest line offset / Larmor frequency: 2.000
Earth field 50 uT: offset up to 0.418 kHz
Two Ga-71 (2.562 muN) at 2.3 angstrom: field up to 0.425 mT
  resulting offset up to 3.55 kHz
Libration: 40 cm^-1, inertia 650 u angstrom^2
T=77 K: rms libration 2.44 deg, largest shift -54.4 kHz
  eta 0.5 averaged about x becomes 0.4984
T=300 K: rms libration 4.72 deg, largest shift -202.0 kHz
  eta 0.5 averaged about x becomes 0.4940
PASS
```
